# Does an exciton always weigh the sum of its band masses?: a numerical check

```python
"""
Exciton mass for nonparabolic bands in one dimension.
Result under test: with electron and hole energies e(k), h(k) and an attraction
V(r) that depends only on the separation r, the ground exciton has
  hbar^2/M = alpha^2 <e''> + beta^2 <h''>
             - 2 sum_n |<n| alpha e' - beta h' |0>|^2 / (E_n - E_0),
for every alpha + beta = 1. For parabolic bands M = me + mh. For cosine bands
M = (me + mh)/<cos ka>, and with on-site attraction U
M/(me + mh) = 1 + Eb/(2(te + th)), Eb being the binding energy.
Inside the program k is in units 1/a, r in units a, energies in eV, and
an inverse mass is the curvature d2E/d(Qa)^2 in eV.
"""
import numpy as np
from scipy import constants as const

N_SITES = 201
k = 2 * np.pi * np.fft.fftfreq(N_SITES)
r = np.fft.fftfreq(N_SITES) * N_SITES
index = np.arange(N_SITES)
difference = (index[:, None] - index[None, :]) % N_SITES

lattice = 0.5e-9
# multiply a curvature in eV by this to get an inverse mass in 1/m_e
to_inverse_mass = const.e * lattice**2 * const.m_e / const.hbar**2


def band(hoppings, order=0):
    """Band sum_j 2 t_j (1 - cos jk), or its first or second derivative."""
    def value(q):
        total = np.zeros_like(q)
        for j, t in enumerate(hoppings, start=1):
            if order == 0:
                total = total + 2 * t * (1 - np.cos(j * q))
            elif order == 1:
                total = total + 2 * t * j * np.sin(j * q)
            else:
                total = total + 2 * t * j**2 * np.cos(j * q)
        return total
    return value


def hamiltonian(electron, hole, potential, Q=0.0, alpha=0.5):
    """Pair Hamiltonian in the relative wavevector at total wavevector Q."""
    v_k = np.fft.fft(potential).real / N_SITES
    pair = electron(k + alpha * Q) + hole((1 - alpha) * Q - k)
    return np.diag(pair) + v_k[difference]


def energy(electron, hole, potential, Q=0.0, alpha=0.5):
    return np.linalg.eigvalsh(
        hamiltonian(electron, hole, potential, Q, alpha))[0]


def curvature_from_dispersion(electron, hole, potential, alpha=0.5):
    """d2E/dQ2 at Q = 0 by fourth-order differences of the even function E(Q)."""
    s = 0.02
    e0, e1, e2 = [energy(electron, hole, potential, n * s, alpha)
                  for n in range(3)]
    return (-2 * e2 + 32 * e1 - 30 * e0) / (12 * s**2)


def ground_state(electron, hole, potential):
    levels, states = np.linalg.eigh(hamiltonian(electron, hole, potential))
    return levels, states, states[:, 0]**2


def curvature_parts(t_el, t_ho, potential, alpha):
    """Averaged-curvature part and (positive) second-order part, in eV."""
    levels, states, weight = ground_state(band(t_el), band(t_ho), potential)
    beta = 1 - alpha
    first = np.sum(weight * (alpha**2 * band(t_el, 2)(k)
                             + beta**2 * band(t_ho, 2)(k)))
    slope = alpha * band(t_el, 1)(k) - beta * band(t_ho, 1)(k)
    elements = states.T @ (slope * states[:, 0])
    second = 2 * np.sum(elements[1:]**2 / (levels[1:] - levels[0]))
    return first, second


def on_site(U):
    return np.where(r == 0, -U, 0.0)


# ---- parabolic bands: the sum rule holds at any binding ----
te, th = 0.5, 0.25
me = 1 / (2 * te * to_inverse_mass)
mh = 1 / (2 * th * to_inverse_mass)
M0 = me + mh
print(f"lattice constant = {lattice*1e9:.2f} nm; te = {te} eV; th = {th} eV")
print(f"band masses: me = {me:.4f}, mh = {mh:.4f}, sum = {M0:.4f} m_e")
print("Parabolic bands, same masses, Gaussian well of width 3a:")
for depth in (0.3, 1.0):
    well = -depth * np.exp(-r**2 / 18)
    bands = (lambda q: te * q**2, lambda q: th * q**2)
    ratio = 1 / (curvature_from_dispersion(*bands, well)
                 * to_inverse_mass * M0)
    assert abs(ratio - 1) < 1e-6
    print(f" depth {depth:.1f} eV: Eb = {-energy(*bands, well):.4f} eV,"
          f" M/(me+mh) = {ratio:.6f}")

# ---- cosine bands with on-site attraction ----
electron, hole = band([te]), band([th])
W = te + th
print("Cosine bands, on-site attraction U:")
print(" U(eV)  Eb(eV)  <cos ka>  M(m_e)  M/(me+mh)  width(eV)  8*te*th/U(eV)")
for U in (0.5, 1.0, 2.0, 4.0):
    V = on_site(U)
    for Q in (0.0, 0.7, 2.0, np.pi):
        T2 = te**2 + th**2 + 2 * te * th * np.cos(Q)
        closed = 2 * W - np.sqrt(U**2 + 4 * T2)
        for alpha in (0.0, 0.5, 0.8):
            assert abs(energy(electron, hole, V, Q, alpha) - closed) < 1e-9
    Eb = -energy(electron, hole, V)
    M = 1 / (curvature_from_dispersion(electron, hole, V) * to_inverse_mass)
    mean_cos = np.sum(ground_state(electron, hole, V)[2] * np.cos(k))
    width = energy(electron, hole, V, np.pi) - energy(electron, hole, V)
    assert abs(M / M0 - (1 + Eb / (2 * W))) < 1e-6
    assert abs(M / M0 - np.sqrt(1 + (U / (2 * W))**2)) < 1e-6
    assert abs(M / M0 - 1 / mean_cos) < 1e-6
    print(f" {U:4.1f}  {Eb:7.4f}  {mean_cos:7.4f}  {M:7.4f}  {M/M0:8.4f}"
          f"  {width:8.4f}  {8*te*th/U:8.4f}")
# two-hop picture: bandwidth approaches 8 te th / U at strong binding
U_big = 40.0
width_big = (energy(electron, hole, on_site(U_big), np.pi)
             - energy(electron, hole, on_site(U_big)))
assert abs(width_big * U_big / (8 * te * th) - 1) < 2e-3

# ---- cosine bands with a long-range attraction ----
print("Cosine bands, attraction strength/(1+|r|/a):")
previous = 1.0
for strength in (0.5, 1.0, 2.0, 4.0):
    V = -strength / (1 + np.abs(r))
    shift = V.min() * 0 + V[np.argmax(np.abs(r))]
    V = V - shift  # zero of potential at the largest separation of the ring
    ratio = 1 / (curvature_from_dispersion(electron, hole, V)
                 * to_inverse_mass * M0)
    mean_cos = np.sum(ground_state(electron, hole, V)[2] * np.cos(k))
    assert abs(ratio - 1 / mean_cos) < 1e-6
    assert ratio > previous
    previous = ratio
    print(f" strength {strength:.1f} eV: M/(me+mh) = {ratio:.4f}")

# ---- slopes not proportional: second-order term cannot be removed ----
t_el, t_ho, U = [0.5, 0.1], [0.25], 2.0
V = on_site(U)
zero = np.array(0.0)
ce, ch = float(band(t_el, 2)(zero)), float(band(t_ho, 2)(zero))
me2, mh2 = 1 / (ce * to_inverse_mass), 1 / (ch * to_inverse_mass)
weight = ground_state(band(t_el), band(t_ho), V)[2]
ae = np.sum(weight * band(t_el, 2)(k))
ah = np.sum(weight * band(t_ho, 2)(k))
assert ae > 0 and ah > 0
mean_me, mean_mh = 1 / (ae * to_inverse_mass), 1 / (ah * to_inverse_mass)
direct = curvature_from_dispersion(band(t_el), band(t_ho), V)
M2 = 1 / (direct * to_inverse_mass)
print(f"Electron hoppings {t_el} eV, hole hopping {t_ho[0]} eV, U = {U} eV:")
print(f" Eb = {-energy(band(t_el), band(t_ho), V):.4f} eV")
print(f" band masses: me = {me2:.4f}, mh = {mh2:.4f},"
      f" sum = {me2+mh2:.4f} m_e")
print(f" averaged masses: electron {mean_me:.4f}, hole {mean_mh:.4f},"
      f" sum = {mean_me+mean_mh:.4f} m_e")
print(f" M from E(Q) = {M2:.4f} m_e; M/(me+mh) = {M2/(me2+mh2):.4f}")
print(" alpha   curvature part  second-order part  1/M   (all in 1/m_e)")
alpha_band = me2 / (me2 + mh2)
alpha_best = ah / (ae + ah)
for alpha in (0.0, alpha_band, alpha_best, 0.5, 1.0):
    first, second = curvature_parts(t_el, t_ho, V, alpha)
    assert abs(first - second - direct) < 1e-6
    assert second > 1e-5
    print(f" {alpha:.4f}  {first*to_inverse_mass:10.5f}"
          f"  {second*to_inverse_mass:14.5f}"
          f"  {(first-second)*to_inverse_mass:12.5f}")
assert M2 > mean_me + mean_mh

# ---- weak nonparabolicity: leading quartic correction ----
b_el = sum(t * j**4 for j, t in enumerate(t_el, 1)) / 12
b_ho = sum(t * j**4 for j, t in enumerate(t_ho, 1)) / 12
shallow = -(10 / 64) * np.exp(-r**2 / 128)
mean_k2 = np.sum(ground_state(band(t_el), band(t_ho), shallow)[2] * k**2)
inverse_sum = 1 / ce + 1 / ch
estimate = 12 * inverse_sum * mean_k2 * (
    alpha_band**2 * b_el + (1 - alpha_band)**2 * b_ho)
excess = 1 / (curvature_from_dispersion(band(t_el), band(t_ho), shallow)
              * inverse_sum) - 1
# neglected terms are smaller by a factor of order <k^2>, a few per cent
assert abs(excess / estimate - 1) < 0.03
print("Same bands, shallow Gaussian well of width 8a:")
print(f" depth = {-shallow.min():.5f} eV, <(ka)^2> = {mean_k2:.5f}")
print(f" M/(me+mh)-1: from E(Q) {excess:.6f}, quartic formula {estimate:.6f}")

# ---- counterexample: bands that steepen away from the minimum ----
t_same = [0.4, -0.05]
c_same = float(band(t_same, 2)(zero))
print(f"Equal bands, hoppings {t_same} eV, Gaussian well of width a:")
ratios = {}
for depth in (0.2, 0.5, 1.0, 5.0, 20.0):
    V = -depth * np.exp(-r**2 / 2)
    pair = (band(t_same), band(t_same))
    curvature = curvature_from_dispersion(*pair, V, alpha=0.3)
    average = np.sum(ground_state(*pair, V)[2] * band(t_same, 2)(k))
    assert abs(curvature - average / 2) < 1e-6
    ratios[depth] = (c_same / 2) / curvature
    print(f" depth {depth:4.1f} eV: Eb = {-energy(*pair, V):.4f} eV,"
          f" M/(me+mh) = {ratios[depth]:.4f}")
assert ratios[0.5] < 0.97 and ratios[20.0] > 1.1

print("all assertions hold")
```

Printed output:

```
lattice constant = 0.50 nm; te = 0.5 eV; th = 0.25 eV
band masses: me = 0.3048, mh = 0.6096, sum = 0.9144 m_e
Parabolic bands, same masses, Gaussian well of width 3a:
 depth 0.3 eV: Eb = 0.2039 eV, M/(me+mh) = 1.000000
 depth 1.0 eV: Eb = 0.8116 eV, M/(me+mh) = 1.000000
Cosine bands, on-site attraction U:
 U(eV)  Eb(eV)  <cos ka>  M(m_e)  M/(me+mh)  width(eV)  8*te*th/U(eV)
  0.5   0.0811   0.9487   0.9639    1.0541    0.8740    2.0000
  1.0   0.3028   0.8321   1.0990    1.2019    0.6847    1.0000
  2.0   1.0000   0.6000   1.5240    1.6667    0.4384    0.5000
  4.0   2.7720   0.3511   2.6042    2.8480    0.2409    0.2500
Cosine bands, attraction strength/(1+|r|/a):
 strength 0.5 eV: M/(me+mh) = 1.0449
 strength 1.0 eV: M/(me+mh) = 1.1068
 strength 2.0 eV: M/(me+mh) = 1.2720
 strength 4.0 eV: M/(me+mh) = 1.7313
Electron hoppings [0.5, 0.1] eV, hole hopping 0.25 eV, U = 2.0 eV:
 Eb = 0.8686 eV
 band masses: me = 0.1693, mh = 0.6096, sum = 0.7789 m_e
 averaged masses: electron 0.3150, hole 0.9357, sum = 1.2506 m_e
 M from E(Q) = 1.2640 m_e; M/(me+mh) = 1.6228
 alpha   curvature part  second-order part  1/M   (all in 1/m_e)
 0.0000     1.06877         0.27764       0.79113
 0.2174     0.80464         0.01351       0.79113
 0.2518     0.79961         0.00848       0.79113
 0.5000     1.06096         0.26983       0.79113
 1.0000     3.17507         2.38394       0.79113
Same bands, shallow Gaussian well of width 8a:
 depth = 0.15625 eV, <(ka)^2> = 0.01345
 M/(me+mh)-1: from E(Q) 0.008710, quartic formula 0.008677
Equal bands, hoppings [0.4, -0.05] eV, Gaussian well of width a:
 depth  0.2 eV: Eb = 0.0689 eV, M/(me+mh) = 0.9399
 depth  0.5 eV: Eb = 0.2509 eV, M/(me+mh) = 0.8900
 depth  1.0 eV: Eb = 0.6126 eV, M/(me+mh) = 0.8612
 depth  5.0 eV: Eb = 4.1069 eV, M/(me+mh) = 1.0431
 depth 20.0 eV: Eb = 18.7576 eV, M/(me+mh) = 2.6426
all assertions hold
```
